# Thermal vibration and the width of Bragg peaks in a harmonic crystal

A beam of X-rays falls on a small crystal, and a detector records a sharp spot. The crystal is then heated. Its atoms now swing about their sites by several per cent of the lattice spacing, and at any instant no row of atoms is straight. What happens to the spot?

A natural answer is that it broadens. A sharp spot needs regular spacing, heat makes the spacing irregular, and so the spot should spread, as the lines of a badly ruled grating do. Measurement may seem to agree, since a hot crystal shows extra intensity around the foot of each peak. The argument is sound for one kind of disorder, in which errors of position accumulate from atom to atom. In a three-dimensional harmonic crystal that resists both compression and shear they do not accumulate. The peak then loses height but keeps its width, apart from a correction that vanishes as the crystal grows.

## From atomic positions to a correlation

Take one atom per cell on a simple cubic lattice, and measure lengths in units of the lattice constant $a$, which is held fixed. The atom of site $\mathbf R$ sits at $\mathbf R+\mathbf u_{\mathbf R}$. Each photon scatters once, every atom scatters with unit strength, and the detector accepts all final energies, so that it averages the instantaneous pattern. With $\mathbf Q$ the change of wave vector, the intensity per atom is

$$S(\mathbf Q)=\frac1N\Big\langle\Big|\sum_{\mathbf R}e^{i\mathbf Q\cdot(\mathbf R+\mathbf u_{\mathbf R})}\Big|^2\Big\rangle .$$

Writing out the square gives a double sum over atoms. In a periodic crystal the average depends only on the separation of the two atoms, so one sum gives a factor $N$:

$$S(\mathbf Q)=\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}\,\big\langle e^{ix}\big\rangle,\qquad x=\mathbf Q\cdot(\mathbf u_{\mathbf R}-\mathbf u_{\mathbf 0}).$$

Let each pair of nearest neighbours store the energy $\tfrac12K|\mathbf u_{\mathbf R}-\mathbf u_{\mathbf R'}|^2$. This model treats the three Cartesian components alike and leaves them independent. It is a simplification. Unlike a real crystal it stores energy under a rigid rotation, and it gives longitudinal and transverse waves the same stiffness. Springs acting only along the bonds would leave this lattice without resistance to shear, and the displacements would then grow with the size of the crystal. The energy is quadratic, so the classical Boltzmann distribution is Gaussian, and $x$ is a Gaussian variable of zero mean. If its variance is $s^2$, completing the square in the exponent,

$$-\frac{x^2}{2s^2}+ix=-\frac{(x-is^2)^2}{2s^2}-\frac{s^2}{2},$$

gives $\langle e^{ix}\rangle=e^{-s^2/2}$. Here $s^2=Q^2g(\mathbf R)$, where $g(\mathbf R)$ is the mean square difference of one displacement component between two atoms a distance $\mathbf R$ apart. Therefore

$$S(\mathbf Q)=\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}\,e^{-Q^2g(\mathbf R)/2}. \tag{1}$$

The question about the spot has become a question about $g$ at large distance. A sharp peak is built by distant pairs scattering in phase. If $g$ grows without limit, distant pairs lose their phase relation. If $g$ levels off, they keep a fixed part of it.

## Distant atoms do not drift apart

Expand one component in waves, $u_{\mathbf R}=N^{-1/2}\sum_{\mathbf q}a_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$, with $a_{-\mathbf q}=a_{\mathbf q}^*$ because $u$ is real. A step to the next atom along axis $i$ multiplies a wave by $e^{iq_i}$, and $|e^{iq_i}-1|^2=2(1-\cos q_i)$. The spring energy is thus

$$U=\frac K2\sum_{\mathbf q}\lambda_{\mathbf q}|a_{\mathbf q}|^2,\qquad \lambda_{\mathbf q}=2\sum_i(1-\cos q_i).$$

The waves $\mathbf q$ and $-\mathbf q$ together contribute $K\lambda_{\mathbf q}|a_{\mathbf q}|^2$, which contains two real squares, those of the real and imaginary parts of $a_{\mathbf q}$. Equipartition gives each square $kT/2$, so $\langle|a_{\mathbf q}|^2\rangle=t/\lambda_{\mathbf q}$, where

$$t=\frac{kT}{Ka^2}$$

is the temperature in natural units. Equipartition is classical and needs $kT$ comparable to or above the largest phonon energy $\hbar\omega_{\max}$. At lower temperature zero-point motion makes the displacements larger than this (for this model by about 11% in mean square at $kT=\hbar\omega_{\max}/2$), and they no longer scale with $T$. The correlation of one component is then

$$c(\mathbf R)=\langle u_{\mathbf R}u_{\mathbf 0}\rangle=\frac tN\sum_{\mathbf q\neq0}\frac{\cos\mathbf q\cdot\mathbf R}{\lambda_{\mathbf q}},\qquad g(\mathbf R)=2\,[c(\mathbf 0)-c(\mathbf R)].$$

The term $\mathbf q=0$ is a uniform shift of the crystal. It multiplies the total amplitude by a phase and leaves the intensity alone, so it is omitted.

For a large crystal the sum becomes an integral. At small $q$, $\lambda_{\mathbf q}\approx q^2$, so long waves are soft and have large amplitudes. In three dimensions, however, there are few of them: the volume element $4\pi q^2\,dq$ cancels the $1/q^2$, and $c(\mathbf 0)$ is finite. Numerically, $c(\mathbf 0)=0.2527\,t$.

At large $R$ the correlation is governed by the singular part $1/q^2$ of $1/\lambda_{\mathbf q}$. Averaging $e^{i\mathbf q\cdot\mathbf R}$ over directions gives $\sin(qR)/(qR)$, so

$$c(\mathbf R)\to\frac{t}{2\pi^2}\int_0^\infty\frac{\sin qR}{qR}\,dq=\frac{t}{2\pi^2}\,\frac{\pi}{2R}=\frac{t}{4\pi R}.$$

Distant atoms thus move independently, and $g$ levels off at $2c(\mathbf 0)$. Each atom wanders about its own site, and the sites stay in register however far apart they are.

## The peak and the diffuse background

Insert $g=2[c(\mathbf 0)-c(\mathbf R)]$ into the thermal factor of (1), and define $2W=Q^2c(\mathbf 0)$. Adding and subtracting one gives

$$e^{-Q^2g(\mathbf R)/2}=e^{-2W}+e^{-2W}\big[e^{Q^2c(\mathbf R)}-1\big]. \tag{2}$$

The first term does not depend on $\mathbf R$. In (1) it gives the pattern of the static crystal multiplied by $e^{-2W}$, the Debye–Waller factor. The second term fades with distance and gives the diffuse scattering.

To speak of a width we need a finite crystal. Consider a cubic block with $L$ atoms along each edge, cut from an infinite lattice so that its atoms have the correlations found above. Along one axis a separation $n$ occurs $L-|n|$ times, so each term of (1) acquires a factor $1-|n|/L$ per axis. For the static part this gives, per axis,

$$\sum_{n}\Big(1-\frac{|n|}L\Big)e^{iqn}=\frac1L\Big|\sum_{j=0}^{L-1}e^{iqj}\Big|^2=\frac{\sin^2(Lq/2)}{L\sin^2(q/2)} ,$$

where $\mathbf q=\mathbf Q-\mathbf G$ is measured from the reciprocal lattice vector $\mathbf G$, and $e^{i\mathbf G\cdot\mathbf R}=1$. The maximum is $L$ per axis, hence $L^3$ in all, and the width is proportional to $1/L$. Temperature does not enter this function.

The diffuse term also contributes at the peak. For large $R$ its bracket is close to $G^2t/(4\pi R)$. Summed over a block, $1/R$ gives a result of order $L^2$, since the number of atoms at distance $R$ grows as $R^2$. Near the peak the profile therefore has the form

$$S\approx e^{-2W}\big[L^3B(\mathbf qL)+L^2D(\mathbf qL)\big],$$

with $B$ the static shape and $D$ the diffuse one. The second part is smaller than the first by a factor of order $1/L$, so it shifts the half-height points by a relative amount of order $1/L$. For such a block this is the only broadening at that order; a crystal with free surfaces, whose outer atoms have different correlations, is not covered by this estimate. The factor $e^{-2W}$ does vary slightly across the peak, but to first order it moves both half-height points in the same direction and leaves the distance between them unchanged.

## Where the lost intensity goes

When $Q^2c(\mathbf R)$ is small, the bracket in (2) is approximately $Q^2c(\mathbf R)$. Summing $c(\mathbf R)e^{i\mathbf q\cdot\mathbf R}$ over the lattice undoes the wave expansion and returns $t/\lambda_{\mathbf q}$. The leading diffuse intensity is

$$S_{\rm diff}\approx e^{-2W}\,\frac{Q^2t}{\lambda_{\mathbf q}}\approx e^{-2W}\,\frac{Q^2t}{q^2}\quad\text{near a peak}. \tag{3}$$

This is the one-phonon term, in which a single lattice wave deflects the beam. It is accurate close to the peak, where distant pairs with small $Q^2c(\mathbf R)$ dominate. Over the whole zone it carries only the part $2We^{-2W}/(1-e^{-2W})$ of the diffuse total, about 81% for $2W=0.4$. Its independence of the direction of $\mathbf q$ belongs to this model; in a real crystal the $1/q^2$ rise has a coefficient that depends on direction through the elastic constants. It explains why the belief tempts. The diffuse intensity is centred on the Bragg peak, rises steeply towards it and grows with temperature as long as $2W$ is below about one, where the product $t\,e^{-2W}$ in (3) has its maximum. A detector too coarse to separate the spike from its wings records one peak with a wider foot. Yet the wings hold little weight close to the centre: within a small radius $q_c$ the integral of $1/q^2$ is $\int_0^{q_c}4\pi q^2\,dq/q^2=4\pi q_c$, which goes to zero with $q_c$.

The total can be followed as well. Average (1) over the $N$ allowed wave vectors of one zone around $\mathbf G$, holding $Q^2$ in the thermal factor at $G^2$. Since $\frac1N\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}$ is zero unless $\mathbf R=\mathbf 0$, and $g(\mathbf 0)=0$, the average is one at every temperature. What the peak loses, the diffuse background gains. In reality $Q^2$ varies across the zone, so the balance within a single zone is approximate.

## A lattice at finite temperature

Take $t=0.01$ and the $(2,0,0)$ reflection, for which $G=4\pi=12.566$ in units of $1/a$. The mean square displacement of one component is $0.2527\times0.01=0.002527\,a^2$, an rms value of about 5% of the lattice constant. The three components together give about 9%, large enough that a real solid would no longer be closely harmonic. Then

$$2W=(12.566)^2\times0.002527=0.399,\qquad e^{-2W}=0.671 .$$

The peak should lose a third of its weight.

A periodic box of $12^3=1728$ atoms was simulated at this temperature by repeatedly moving each atom with an over-relaxed random step that leaves its thermal distribution, given the six neighbours, unchanged. The sampling uses the spring forces and none of the formulas above. The intensity was computed from the atomic positions. A box this small has a discrete set of waves, and its mode sum gives a mean square displacement of $0.002339\,a^2$, against $0.002341\,a^2$ in the simulation. The Debye–Waller factor of the box is accordingly $0.691$.

If the atoms stood still, all the intensity of the zone would lie at the single point $\mathbf G$, where $S/N=1$. In the simulation the share at $\mathbf G$ is $0.691$, and the other points of the zone together hold $0.319$. The sum is $1.010$. The excess of 1% comes from the variation of $Q^2$ across the zone, and formula (1), evaluated for the same box, gives $1.010$ too.

The intensity per atom is $1194$ at $\mathbf G$. One grid step to the side it is $4.2$, of which the one-phonon term (3) accounts for $4.1$. The 26 points around $\mathbf G$ hold $0.036$ of the intensity, or $0.036/0.319\approx11\%$ of the diffuse part, although they are only 1.5% of the points. The diffuse scattering is thus concentrated near the peak, but most of it lies farther out. The 11% belongs to this grid: the 26 points span a radius proportional to $1/L$, so by the $4\pi q_c$ rule their share roughly halves when the edge of the box is doubled.

The width is read from blocks of the infinite lattice. For $L=64$ the full width at half height is $0.08698/a$ in the static crystal and $0.08704/a$ in the hot one. Relative to the static width, the broadening is 0.27% for $L=16$, 0.14% for $L=32$ and 0.07% for $L=64$. It halves with each doubling of $L$, as the $1/L$ argument requires. How large $L$ must be depends on $2W$: for the $(8,0,0)$ reflection at the same temperature, where $2W=6.4$, the broadening is 14% for $L=16$, 3.6% for $L=32$ and 1.3% for $L=64$, and has not yet settled to the $1/L$ law.

## Where the belief is right

In a chain the same springs give a different answer. With free ends, the stretches of successive bonds are independent, and each has mean square $t$, because $\tfrac12K\langle v^2\rangle=\tfrac12kT$ for a stretch $v$. The displacement difference across $n$ bonds is a sum of $n$ independent stretches, so $g(n)=|n|\,t$. This is the badly ruled grating, whose errors add up without limit.

Put $\kappa=Q^2t/2$ and $z=e^{-\kappa+iq}$. For a long chain, (1) is a geometric series:

$$S=1+2\,{\rm Re}\,\frac{z}{1-z}={\rm Re}\,\frac{1+z}{1-z}=\frac{1-|z|^2}{|1-z|^2}=\frac{\sinh\kappa}{\cosh\kappa-\cos q}.$$

The last step uses $|1-z|^2=1-2e^{-\kappa}\cos q+e^{-2\kappa}$ and multiplies numerator and denominator by $e^{\kappa}/2$. At fixed $\kappa$ the intensity falls to half its maximum when $\cosh\kappa-\cos q=2(\cosh\kappa-1)$, that is, when $\cos q=2-\cosh\kappa$, which has a solution only for $\cosh\kappa\le3$; beyond that the intensity never drops to half between peaks. For small $\kappa$ this gives $q=\pm\kappa$ and a full width $2\kappa=Q^2t$. The width is proportional to temperature, and adding atoms does not remove it.

The table sets the two cases side by side for the same reflection. Widths are in units of $1/a$ and are taken at half the intensity at $G$; the block has $L=32$ and the chain 2000 atoms. Because $\kappa$ varies with $Q$, the chain's maximum lies slightly below $G$, and the width at half that maximum is a little smaller, $1.655$ instead of $1.661$ at $t=0.01$.

| $t$ | $e^{-2W}$, 3D | width, 3D | width, chain |
|---|---|---|---|
| 0.0025 | 0.905 | 0.1741 | 0.397 |
| 0.005 | 0.819 | 0.1741 | 0.800 |
| 0.01 | 0.671 | 0.1743 | 1.661 |

The static block has width $0.1740$. As the temperature rises fourfold, the three-dimensional peak loses weight at nearly constant width, while the width of the chain's peak rises about fourfold.

A planar lattice lies between the two. There

$$g(\mathbf R)=2t\int\frac{d^2q}{(2\pi)^2}\,\frac{1-\cos\mathbf q\cdot\mathbf R}{\lambda_{\mathbf q}} .$$

For $q$ well below $1/R$ the numerator suppresses the integrand. Above $1/R$ the cosine averages out, leaving $\frac t\pi\int dq/q$ up to $q$ of order one. Hence $g\approx\frac t\pi\ln R$ plus a constant, and the thermal factor falls as $R^{-\eta}$ with $\eta=Q^2t/(2\pi)=0.251$ in the example. For $\eta<2$, as here, the sum of $R^{-\eta}$ over a block is dominated by distant pairs and grows as $L^{2-\eta}$. Dividing by $N=L^2$, the share $S(\mathbf G)/N$ falls as $L^{-\eta}$, so no fixed Debye–Waller factor exists. (For $\eta>2$ the sum converges, and the peak stops growing and narrowing with $L$.) A power law has no length of its own, so for $\eta<2$ and large blocks the width still scales as $1/L$. It is, however, larger than the static width by a factor that does not go away: $0.09346/0.08698=1.07$ for $L=64$, and the same for $L=32$.

The three-dimensional result therefore rests on the finite value of $c(\mathbf 0)$, and it concerns vibration about one perfect lattice. If parts of a sample have different lattice constants, for instance because they expand by different amounts in a temperature gradient, their peaks lie at different $\mathbf G$ and overlap into a broader one. That width comes from a spread of average spacings and not from the vibration. The numerical check checks the formulas and computes the table and the main numbers of the $(2,0,0)$ example.

## Computed results

```
t = kT/(K a^2): 0.01
G of the (2,0,0) reflection: 12.5664 1/a
c(0)/t, infinite 3D lattice: 0.252731 a^2
rms displacement per component: 0.05027 a
2W: 0.3991; exp(-2W): 0.6709
c(R) * 4 pi R / t at R = 40 a: 1.00016
Simulated box: 12^3 = 1728 atoms, 1000 snapshots
mean square u_x: simulation 0.002341 a^2
mean square u_x: mode sum   0.002339 a^2
Bragg factor from mean amplitude: 0.6909
Bragg factor exp(-2W) of the box: 0.6911
share of intensity at G, simulation: 0.6910
share at all other points of the zone: 0.3194
share at the 26 points next to G: 0.0363
zone average of S: simulation 1.0104
zone average of S: formula    1.0103
mean of simulation/formula over zone: 1.0003
rms scatter of that ratio: 0.0311
S at G, simulation: 1194.0
S one grid step beside G, simulation: 4.236
same, full formula: 4.182
same, one-phonon term: 4.078
Blocks: full width at half height in 1/a
L=16: cold 0.34848, hot 3D 0.34943, 2D 0.37460, 1D 1.82754
L=32: cold 0.17402, hot 3D 0.17425, 2D 0.18699, 1D 1.73872
L=64: cold 0.08698, hot 3D 0.08704, 2D 0.09346, 1D 1.69820
L=16: relative broadening in 3D 0.2730 %
L=32: relative broadening in 3D 0.1353 %
L=64: relative broadening in 3D 0.0675 %
L=16: share S(G)/N: 3D 0.6810, 2D 0.4123, 1D 0.1546
L=32: share S(G)/N: 3D 0.6759, 2D 0.3460, 1D 0.0803
L=64: share S(G)/N: 3D 0.6734, 2D 0.2906, 1D 0.0409
2D exponent eta: formula 0.2513, blocks 0.2517
1D kappa: 0.7896
1D width, 2000 atoms: 1.6613 1/a
1D width, closed form at fixed kappa: 1.6684 1/a
Temperature series: exp(-2W), 3D width L=32, 1D width 2000 atoms
t=0.0025: 0.9050, 0.17408 1/a, 0.3969 1/a
t=0.005: 0.8191, 0.17414 1/a, 0.7996 1/a
t=0.01: 0.6709, 0.17425 1/a, 1.6613 1/a
```
